\section*{Thomas precession and the spin–orbit splitting of the hydrogen 2p level, part 2}

The spin of the electron in hydrogen precesses through magnetic torque and through the kinematic Thomas precession. The precession rate must now give the spin--orbit Hamiltonian and the $2p$ splitting.

Hartree atomic units ($\hbar=m_e=e=1$) and Gaussian fields are used, with $c=1/\alpha$. The electron has position $\mathbf r$, velocity $\mathbf v=c\boldsymbol\beta$, acceleration $\mathbf a$, $\gamma=(1-\beta^2)^{-1/2}$ and $\mathbf L=\mathbf r\times\gamma\mathbf v$. A pure boost from the laboratory gives the standard rest frame, with spin $\mathbf s$ and magnetic field $\mathbf B'$ parallel to $\mathbf L$.

(A1) The proton is a fixed point charge without magnetic moment; $\mathbf E=\mathbf r/r^3$, $\mathbf B=0$, $V=-1/r$.
(A2) The electron has magnetic moment $\boldsymbol\mu=-g\,\mathbf s/2c$ in its rest frame; $g$ is an input.
(A3) In a non-rotating chain of rest frames, linked by infinitesimal pure boosts, $d\mathbf s_F/d\tau=\boldsymbol\mu\times\mathbf B_F$ ($\tau$ is proper time).
(A4) The orbit is that of a point charge.
(A5) The Heisenberg equation for the spin operator $\mathbf S$ reproduces that for $\mathbf s$ at order $1/c^2$, with $\mathbf r\times\mathbf v$ replaced by the operator $\mathbf L$. Energies are to first order in $1/c^2$.

(a) Without torque, $d\mathbf s/dt=\boldsymbol\omega_T\times\mathbf s$ with
\begin{equation}
\boldsymbol\omega_T=\frac{\gamma^2}{\gamma+1}\,\frac{\mathbf a\times\mathbf v}{c^2}=\frac{\mathbf a\times\mathbf v}{2c^2}\left[1+O(\beta^2)\right].
\label{eq:thma}
\end{equation}
Lemma 5: under (A2)--(A4), in a purely electric laboratory field,
\begin{equation}
\frac{d\mathbf s}{dt}=\boldsymbol\omega\times\mathbf s,\qquad \boldsymbol\omega=\left(\frac g2-\frac{\gamma}{\gamma+1}\right)\frac{\mathbf E\times\mathbf v}{c^2}.
\label{eq:exact}
\end{equation}
(b) Under (A1)--(A4), to order $1/c^2$, the spin precesses at
\begin{equation}
\boldsymbol\omega=(g-1)\,\frac{\mathbf L}{2c^2r^3},
\label{eq:thmb}
\end{equation}
where the term in $g$ is the magnetic (Larmor) precession and the term $-1$ is the Thomas precession. With (A5), $H_{SO}=(g-1)\,\mathbf L\cdot\mathbf S/(2c^2r^3)$ remains to be proved.

Lemma 6: over one revolution of a Kepler ellipse with angular momentum $L$, the spin turns about $\mathbf L$ by $\Delta\varphi=(g-1)\pi/(c^2L^2)$ to order $1/c^2$. With eccentricity $e$, $w=1/r=(1+e\cos\theta)/L^2$, the semi-major axis is $a_0=L^2/(1-e^2)$ and the energy is $-1/2a_0$.

(c) To be proved: under (A1)--(A5) with $g=2$,
\begin{equation}
E(2p_{3/2})-E(2p_{1/2})=\frac{1}{32c^2}\ \text{hartree}.
\label{eq:thmc}
\end{equation}

The listing's circle has constant speed $\beta=0.6$ and no torque; the spin turns by $-2\pi(\gamma-1)$ per turn.

\section{From the precession to the Hamiltonian}

\paragraph{Lemma 7.} Let $\mathbf S=\boldsymbol\sigma/2$ and $H=H_0+\mathbf w\cdot\mathbf S$, where $H_0$ and $\mathbf w$ act on the orbital variables only. Then $d\mathbf S/dt=\mathbf w\times\mathbf S$, and this equals $\boldsymbol\omega\times\mathbf S$ only if $\mathbf w=\boldsymbol\omega$.

\emph{Proof.} For spin one half every operator has this form, because $1,S_x,S_y,S_z$ span the $2\times2$ matrices. With $[S_j,S_i]=i\epsilon_{jik}S_k$,
\begin{equation}
\frac{dS_i}{dt}=i[H,S_i]=i\,w_j\,i\epsilon_{jik}S_k=\epsilon_{ijk}w_jS_k .
\end{equation}
If $\mathbf d=\mathbf w-\boldsymbol\omega$ obeys $\mathbf d\times\mathbf S=0$, the $x$ component reads $d_yS_z-d_zS_y=0$, and the linear independence of $S_y$ and $S_z$ gives $d_y=d_z=0$. The $y$ component gives $d_x=0$ in the same way. $\square$

With (A5) and \eqref{eq:thmb} this yields $H_{SO}=(g-1)\mathbf L\cdot\mathbf S/(2c^2r^3)$. No ordering question arises, because $\mathbf L$ commutes with any function of $r$. Part (b) is proved.

\paragraph{Remark 4.} A change of the standard frame by a small rotation of order $1/c^2$ does not affect first-order energies. Axes that follow the direction of the velocity differ by a finite rotation and are not covered by this statement. Let the small rotation be $\boldsymbol\vartheta(\mathbf r,\mathbf v)$, so that $\mathbf s'=\mathbf s+\boldsymbol\vartheta\times\mathbf s$. Then $d\mathbf s'/dt=(\boldsymbol\omega+\dot{\boldsymbol\vartheta})\times\mathbf s'$ at order $1/c^2$. The added total derivative integrates to zero over a closed orbit. In the quantum theory such a redefinition of variables is a unitary $e^{iG}$ with $G$ of order $1/c^2$, which adds $i[G,H_0]$ to $H$. Between eigenstates $a,b$ of the nonrelativistic $H_0$ the matrix element is $i(E_b-E_a)\langle a|G|b\rangle$, which vanishes within a degenerate level.

\paragraph{Remark 5.} $H_{SO}$ also acts on the orbit. It commutes with $\mathbf J=\mathbf L+\mathbf S$ but not with $\mathbf L$, so over times of the order of the precession period both vectors turn about $\mathbf J$. Lemma 6 with its fixed axis describes one orbit or, when $L$ is not small compared with $|\mathbf S|$, a number of orbits small compared with $c^2L^2$.

\section{The $2p$ level}

\paragraph{Lemma 8.} The function $u(r)=r^2e^{-r/2}/\sqrt{24}$ is the normalized radial function $u=rR$ of the $2p$ level, with $E=-1/8$, $\langle r^{-3}\rangle=1/24$ and $\langle p^4\rangle=7/48$.

\emph{Proof.} On states with $l=1$ the operator $p^2$ acts on $u$ as $-u''+2u/r^2$. For $f=r^2e^{-r/2}$, $f'=(2r-r^2/2)e^{-r/2}$ and $f''=(2-2r+r^2/4)e^{-r/2}$, so
\begin{equation}
-f''+\frac{2f}{r^2}=\left(2r-\frac{r^2}{4}\right)e^{-r/2}.
\label{eq:p2}
\end{equation}
Half of this, minus $f/r=re^{-r/2}$, is $-\tfrac18r^2e^{-r/2}=-\tfrac18f$. The function has no node, so it is the lowest $l=1$ state. With $\int_0^\infty r^ne^{-r}dr=n!$,
\begin{align}
\int u^2dr&=\frac{4!}{24}=1,\qquad \int\frac{u^2}{r^3}\,dr=\frac{1!}{24}=\frac1{24},\\
\langle p^4\rangle&=\frac1{24}\int\left(4r^2-r^3+\frac{r^4}{16}\right)e^{-r}dr=\frac{8-6+3/2}{24}=\frac7{48},
\end{align}
where $\langle p^4\rangle$ is the squared norm of $p^2\psi$ taken from \eqref{eq:p2}. $\square$

\paragraph{Lemma 9.} On the six $2p$ states $\mathbf L\cdot\mathbf S$ has the eigenvalue $+1/2$ four times, with $j=3/2$, and $-1$ twice, with $j=1/2$.

\emph{Proof.} Let $X=\boldsymbol\sigma\cdot\mathbf L=2\,\mathbf L\cdot\mathbf S$. The Pauli matrices obey $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$, and the commutation rules of $\mathbf L$ give $\epsilon_{ijk}L_iL_j=iL_k$. Hence $X^2=\mathbf L^2+i\cdot i\,\sigma_kL_k=2-X$ for $l=1$, or $(X-1)(X+2)=0$. The trace of $X$ vanishes because each $\sigma_k$ is traceless. If $n_+$ and $n_-$ count the eigenvalues $1$ and $-2$, then $n_++n_-=6$ and $n_+-2n_-=0$, so $n_+=4$ and $n_-=2$. Finally $\mathbf J^2=\mathbf L^2+\mathbf S^2+X=2+\tfrac34+X$ equals $15/4=\tfrac32\cdot\tfrac52$ for $X=1$ and $3/4=\tfrac12\cdot\tfrac32$ for $X=-2$. $\square$

\paragraph{Lemma 10.} Let $W$ be spin-independent and commute with $\mathbf L$. Within the eightfold level $n=2$, neither $W$ nor $H_{SO}$ connects $2s$ with $2p$, and $W$ shifts all six $2p$ states equally.

\emph{Proof.} Both operators commute with $\mathbf L^2$ (for $H_{SO}$ because each $L_i$ and each function of $r$ does), so their matrix elements between $l=0$ and $l=1$ vanish. $W$ commutes with $L_z$ and $S_z$ and is diagonal in $m$ and $m_s$, with elements independent of $m_s$. For $l=1$, $|m+1\rangle=L_+|m\rangle/\sqrt2$ and $L_-L_+|m\rangle=2|m\rangle$ for $m=-1,0$. Moving $W$ through $L_+$ gives $\langle m+1|W|m+1\rangle=\tfrac12\langle m|L_-L_+W|m\rangle=\langle m|W|m\rangle$, where $L_-L_+$ acts to the left. $\square$

\emph{Proof of part (c).} By Lemma 7 the spin-dependent correction at order $1/c^2$ is $H_{SO}$. The remaining corrections of that order are spin-independent and, by the spherical symmetry of (A1), commute with $\mathbf L$. Degenerate first-order perturbation theory requires diagonalizing the total correction in the level $n=2$. By Lemma 10 the $2p$ block separates and the spin-independent part is a multiple of the unit matrix. All six states share the radial function $u$, so $H_{SO}$ acts in the block as $(g-1)\zeta\,\mathbf L\cdot\mathbf S$ with
\begin{equation}
\zeta=\frac{\langle r^{-3}\rangle}{2c^2}=\frac{1}{48c^2}.
\end{equation}
By Lemma 9,
\begin{equation}
E(2p_{3/2})-E(2p_{1/2})=(g-1)\,\zeta\left[\tfrac12-(-1)\right]=\frac{g-1}{32c^2}.
\label{eq:gen}
\end{equation}
For $g=2$ this is \eqref{eq:thmc}. Omitting the Thomas term puts $g$ in place of $g-1$ and gives $1/16c^2$. $\square$

\paragraph{Remark 6.} The sign has a direct meaning. The moment is antiparallel to $\mathbf S$ and $\mathbf B'$ is parallel to $\mathbf L$, so the magnetic energy $-\boldsymbol\mu\cdot\mathbf B'$ is positive when $\mathbf S$ and $\mathbf L$ are aligned, and $j=3/2$ lies higher as long as $g>1$. The spin--orbit shifts $+\zeta/2$ on four states and $-\zeta$ on two sum to zero.

\section{Relation to the Dirac equation}

Assumption (A5) is a correspondence rule, and $g=2$ was put in by hand. The Dirac equation offers an independent route that uses neither.

\paragraph{Proposition.} To first order in $1/c^2$ the Dirac equation with $V=-1/r$ shifts the $2p$ states by the expectation value of $-p^4/8c^2+\mathbf L\cdot\mathbf S/(2c^2r^3)$. The shifts are $-1/(128c^2)$ for $j=3/2$ and $-5/(128c^2)$ for $j=1/2$.

\emph{Proof.} With the rest energy subtracted, the large and small two-component spinors obey
\begin{equation}
V\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi=\varepsilon\phi,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-2c^2)\chi=\varepsilon\chi .
\end{equation}
The second equation gives $\chi=c\,(2c^2+\varepsilon-V)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\phi$, and the first becomes
\begin{equation}
\left[\boldsymbol\sigma\cdot\mathbf p\,f\,\boldsymbol\sigma\cdot\mathbf p+V\right]\phi=\varepsilon\phi,\qquad f=\frac{c^2}{2c^2+\varepsilon-V}=\frac12-\frac{\varepsilon-V}{4c^2}+\dots
\end{equation}
The expansion fails for $r\lesssim1/c^2$. For $2p$ the most singular integrand below is $u^2/r^3\propto r$, so that region carries a fraction of order $1/c^4$ of the integral. The product rule for Pauli matrices gives $\boldsymbol\sigma\cdot\mathbf p\,f\,\boldsymbol\sigma\cdot\mathbf p=\mathbf p\cdot f\mathbf p+i\boldsymbol\sigma\cdot(\mathbf p\times f\mathbf p)$. Since $\mathbf p\times\mathbf p=0$, only the derivative of $f$ survives in the last term, $\mathbf p\times f\mathbf p=-i\nabla f\times\mathbf p$. With $\nabla f=\nabla V/4c^2=(V'/r)\,\mathbf r/4c^2$ the spin term is
\begin{equation}
\boldsymbol\sigma\cdot(\nabla f\times\mathbf p)=\frac{1}{4c^2}\frac{V'}{r}\,\boldsymbol\sigma\cdot\mathbf L=\frac{1}{2c^2}\frac{V'}{r}\,\mathbf L\cdot\mathbf S .
\label{eq:pauli}
\end{equation}
For $V'/r=1/r^3$ this is $H_{SO}$ with $g-1=1$. The scalar term is $p^2/2-\mathbf p\cdot(\varepsilon-V)\mathbf p/4c^2$. At first order $\varepsilon$ in the correction is replaced by the nonrelativistic energy $E$ and the shift is the expectation value in the nonrelativistic state $\psi$. From $\mathbf p\,(E-V)\psi=(E-V)\mathbf p\psi+i(\nabla V)\psi$ and $(E-V)\psi=p^2\psi/2$ follows $(E-V)\mathbf p\psi=\tfrac12\mathbf p\,p^2\psi-i(\nabla V)\psi$. The scalar product with $\mathbf p\psi$, whose conjugate is $i\nabla\psi^\dagger$, gives
\begin{equation}
\langle\mathbf p\psi|(E-V)|\mathbf p\psi\rangle=\tfrac12\langle p^4\rangle+\int\nabla\psi^\dagger\cdot\nabla V\,\psi\,d^3r .
\end{equation}
Only the radial derivative enters the last integral. With $V'=1/r^2$, real $R(r)$ and a normalized angular part it equals $\int_0^\infty R'R\,dr=-\tfrac12R(0)^2$. This is the contact (Darwin) contribution, and it vanishes for $2p$, where $R\propto r$. The scalar shift is therefore the mass-velocity term $-\langle p^4\rangle/8c^2=-7/(384c^2)$ by Lemma 8. With $\zeta=8/(384c^2)$,
\begin{align}
j=\tfrac32:&\quad \frac{-7+4}{384c^2}=-\frac{1}{128c^2},\\
j=\tfrac12:&\quad \frac{-7-8}{384c^2}=-\frac{5}{128c^2},
\end{align}
and the difference is $4/128c^2=1/32c^2$. $\square$

Equation \eqref{eq:pauli} is the spin--orbit term of the Pauli Hamiltonian, the two-component Hamiltonian that the Foldy--Wouthuysen transformation produces at this order. It arrives as a single term. The classical argument identifies its coefficient $1$ as $g-1$ with $g=2$, the difference of a magnetic part $2$ and a kinematic part $1$.

\section{Worked example: hydrogen with a fixed proton}

The constants are $c=137.035999$, one hartree $=27.211386$ eV $=219474.63~\mathrm{cm^{-1}}$, one bohr $=0.529177$ \AA, and $\alpha^2=1/c^2=5.325\times10^{-5}$.

\subsection{A classical orbit}

Take the Kepler ellipse with the energy $-1/8$ hartree and the angular momentum $L=\sqrt{l(l+1)}=\sqrt2$ of the $2p$ level. The energy fixes $a_0=4$ in atomic units, which is $4\times0.529177=2.1167$ \AA. Then $e^2=1-L^2/a_0=1/2$, $e=0.7071$, and the closest approach is $2.1167\times(1-0.7071)=0.6200$ \AA, where $\beta$ has its largest value $8.81\times10^{-3}$. Lemma 6 gives the unit angle
\begin{equation}
\frac{\pi}{c^2L^2}=\frac{\pi}{2\times137.035999^2}=8.365\times10^{-5}\ \text{rad}.
\end{equation}
The program integrates the relativistic equation of motion, builds the non-rotating chain from finite boosts, transforms the field tensor into each frame and applies the torque of (A3), without using \eqref{eq:thma} or \eqref{eq:thmb}. It follows the spin from one closest approach of the integrated orbit to the next. The integrated orbit starts at the closest point of the Kepler ellipse with momentum $p=L/r=1.207$, so it shares $L$ and the closest distance with the ellipse but not the energy, which is lower by $p^4/8c^2=1.41\times10^{-5}$ hartree. Its radial period differs from the Kepler period by the fraction $-1.65\times10^{-4}$. Since the Kepler period scales as $|E|^{-3/2}$, the lower energy accounts for $-\tfrac32\times1.41\times10^{-5}/0.125=-1.70\times10^{-4}$ of this; a relativistic orbit with energy exactly $-1/8$ would differ by only $+5\times10^{-6}$. For the orbit started in this way the distinction matters because the precession rate, proportional to $1/r^3$, peaks at the end points. The Kepler period is $2\pi a_0^{3/2}=16\pi$, so the two periods differ by $1.65\times10^{-4}\times16\pi=8.3\times10^{-3}$ atomic units of time. At the closest point, $r=4(1-0.7071)=1.17$, the rate $L/2c^2r^3$ is $0.44/c^2$, and the product is $2.3\times10^{-3}$ of the unit angle $\pi/2c^2$, more than the tolerance quoted below. The angles about $\mathbf L$ are $-8.365\times10^{-5}$ rad for $g=0$ and $+8.365\times10^{-5}$ rad for $g=2$, equal to $(g-1)$ times the unit angle in the four digits shown. The asserted tolerance on the rotation vector is $10^{-3}$ of the unit angle.

For $g=1$ the simulation leaves $-4\times10^{-10}$ rad, about $5\times10^{-6}$ of the unit angle, where Lemma 6 gives zero. A negative remainder of relative order $\beta^2$ is expected from \eqref{eq:exact}, whose bracket is $-\beta^2/8$ for $g=1$. With $v^2=2w-\tfrac14$ and the weight $w\,d\theta$ of Lemma 6, the mean of $v^2$ is $2(1+e^2/2)/L^2-\tfrac14=1$, so this term amounts to $-1/4c^2$ of the unit angle, or $-1.11\times10^{-9}$ rad. The printed number also contains the error of the finite steps, and the program does not separate the two, so it is not a measurement of the $\beta^2$ term.

\subsection{The quantum level}

The nonrelativistic level lies at $-27.211386/8=-3.40142$ eV, and $\langle r^{-3}\rangle=1/(24\times0.529177^3)=0.28118$ \AA$^{-3}$. With $c^2=137.035999^2=18778.87$,
\begin{equation}
\zeta=\frac{27.211386\ \text{eV}}{48\times18778.87}=3.0188\times10^{-5}\ \text{eV}.
\end{equation}
The spin--orbit shifts are $+\zeta/2=+1.5094\times10^{-5}$ eV and $-\zeta=-3.0188\times10^{-5}$ eV, and the mass-velocity shift is $-\tfrac78\zeta=-2.6415\times10^{-5}$ eV. The totals are
\begin{align}
j=\tfrac32:&\quad(1.5094-2.6415)\times10^{-5}=-1.1321\times10^{-5}\ \text{eV},\\
j=\tfrac12:&\quad(-3.0188-2.6415)\times10^{-5}=-5.6603\times10^{-5}\ \text{eV}.
\end{align}
The splitting is
\begin{equation}
\frac{1}{32\times18778.87}=1.66410\times10^{-6}\ \text{hartree}=4.52826\times10^{-5}\ \text{eV}=0.36523\ \mathrm{cm^{-1}},
\end{equation}
by multiplication with $27.211386$ and with $219474.63$. Without the Thomas term it would be $9.0565\times10^{-5}$ eV, or $0.7305~\mathrm{cm^{-1}}$.

The program also solves the radial Dirac equation for the same fixed point proton numerically, with no expansion in $1/c$. The shifts from the nonrelativistic level are $-1.1321\times10^{-5}$ eV and $-5.6605\times10^{-5}$ eV, each asserted to agree with the first-order value within $0.1/c^4$ hartree. The splitting is $4.52841\times10^{-5}$ eV, or $0.36524~\mathrm{cm^{-1}}$. It exceeds $1/32c^2$ by $3.33\times10^{-5}$ relative to $1/32c^2$. When $c$ is doubled this relative excess falls by the factor $4.000$ (asserted to be $4$ within $10^{-2}$), so it scales as $\alpha^2$. Its coefficient comes out numerically as $0.625$ and is not derived here.

\section{Limits of the result}

\paragraph{Remark 7.} The five digits above belong to the model. For the real atom three assumptions set the accuracy. The first is $g=2$. The electron has $g-2=2.319\times10^{-3}$, and since the anomaly multiplies the Larmor term alone, \eqref{eq:gen} changes by this full fraction relative to $1/32c^2$, not by half of it. With $g=2.002319$ and all else unchanged, the splitting is $1.002319\times4.52826\times10^{-5}=4.5388\times10^{-5}$ eV, or $0.3661~\mathrm{cm^{-1}}$. The second is the fixed proton. Its motion changes $\langle r^{-3}\rangle$ through the reduced mass and changes the relative velocity in the Larmor term, each by a few times $m/M=5.4\times10^{-4}$. Lengths scale inversely with the reduced mass, so $\langle r^{-3}\rangle$ falls by $3m/M=1.6\times10^{-3}$. The relative velocity raises the Larmor term by $m/M$, which is $2m/M$ of the splitting for $g=2$. The net change is $-m/M$, and it brings $0.3661$ to $0.3659~\mathrm{cm^{-1}}$. The third is the truncation at $1/c^2$, with the relative error $3.3\times10^{-5}$ found above. The value $0.365~\mathrm{cm^{-1}}$ is thus the result for $g=2$ and infinite nuclear mass, and the anomaly alone moves the third figure by one unit. The magnetic moment of the proton, excluded by (A1), divides each level further.

\paragraph{Remark 8.} For one electron bound to a fixed point charge $Z$, the substitution $\mathbf r=\mathbf x/Z$ turns the Dirac Hamiltonian $c\,\boldsymbol\alpha_D\cdot\mathbf p+\beta_Dc^2-Z/r$, where $\boldsymbol\alpha_D$ and $\beta_D$ are the Dirac matrices, into $Z^2$ times the Hamiltonian of hydrogen with $c$ replaced by $c/Z$. The leading splitting becomes $Z^2/[32(c/Z)^2]=Z^4/32c^2$, and its leading relative correction becomes $0.625\,(Z\alpha)^2$. The first-order result fails when $Z\alpha$ is no longer small. In classical terms the orbital $\beta$ is then of order $Z\alpha$, and $\gamma/(\gamma+1)$ in \eqref{eq:exact} departs from one half.

\paragraph{Remark 9.} The classical argument fixes the spin-dependent term and leaves the spin-independent part of the Hamiltonian open. This is enough for the splitting, by Lemma 10. It is not enough for the position of a level. The $2p$ states also carry the common mass-velocity shift $-7/(384c^2)$, and for $s$ levels the contact term of the Proposition, proportional to $R(0)^2$, is added. The precession argument supplies neither term.

\section*{Calculated quantities}
\begin{verbatim}
c = 137.035999 a.u.; hartree = 27.211386 eV = 219474.63 cm^-1; bohr = 0.529177 A
circle beta = 0.6, gamma = 1.2500
  spin angle/turn: chain -1.57079 rad, -2pi(gamma-1) -1.57080 rad
ellipse a = 2.1167 A, L = 1.4142 hbar, e = 0.7071, r_min = 0.6200 A
  max beta = 8.8083e-03; pi/(c L)^2 = 8.3647e-05 rad
  radial period / Kepler period - 1 = -1.65e-04
  g = 0: simulated -8.365e-05 rad, formula -8.365e-05 rad
  g = 1: simulated -4.000e-10 rad, formula +0.000e+00 rad
  g = 2: simulated +8.365e-05 rad, formula +8.365e-05 rad
<r^-3> 2p = 1/24 a.u. = 0.28118 A^-3; <p^4>/8 = 7/384 a.u.
L.S eigenvalues: -1.000 (x2), 0.500 (x4)
2p nonrelativistic level = -3.40142 eV
zeta = 3.01884e-05 eV; mass-velocity shift = -2.64148e-05 eV
spin-orbit shift: j=3/2 +1.50942e-05 eV, j=1/2 -3.01884e-05 eV
total shift j=3/2: Pauli -1.13206e-05 eV, Dirac -1.13207e-05 eV
total shift j=1/2: Pauli -5.66032e-05 eV, Dirac -5.66048e-05 eV
splitting with Thomas = 1.66410e-06 hartree = 4.52826e-05 eV = 0.36523 cm^-1
splitting without Thomas = 9.05652e-05 eV = 0.73046 cm^-1
splitting Dirac numerical = 4.52841e-05 eV = 0.36524 cm^-1
Dirac relative excess = 3.328e-05 = 0.6250 alpha^2; ratio on doubling c = 4.000
neglected sizes: g-2 = 2.319e-03, m/M = 5.446e-04, alpha^2 = 5.325e-05
(g-1)/(32c^2) at g = 2.002319: 4.53876e-05 eV = 0.36608 cm^-1
\end{verbatim}
